\section*{Read's Fractional Occupation of Acceptor Sites on a Charged Dislocation}

A dislocation in an n-type semiconductor carries a row of acceptor sites at spacing $c$. Each site is neutral when empty and can hold one captured electron. Captured electrons repel one another, so the row stops filling at a fraction $f$ for which the energy gained by one more capture equals the repulsion it adds. For evenly spaced electrons, screened by a cylinder of ionized donors, this fraction satisfies
\begin{equation}
\Delta = E_0 f\left[3\ln\frac{f}{f_c}+2\gamma-2\ln 2\right],
\qquad
E_0=\frac{e^2}{4\pi\varepsilon c},\qquad f_c=c\,(\pi N)^{1/3}.
\label{law}
\end{equation}
Here $\Delta=E_F-E_d$ is the bulk Fermi level minus the level of an isolated acceptor site in flat bands, $N$ is the net donor density, $\varepsilon$ is the permittivity of the crystal and $\gamma=0.5772$ is Euler's constant, so that $2\gamma-2\ln2=-0.232$. The condition is self-consistent because the repulsion on the right depends on the occupation it determines. For $\Delta>0$ it has the closed solution
\begin{equation}
f=f_*\exp\left[W\!\left(\frac{\Delta}{3E_0f_*}\right)\right],
\qquad f_*=f_c\,e^{\frac23(\ln2-\gamma)},
\label{lambert}
\end{equation}
where $W$ is the principal Lambert function, defined by $W(x)e^{W(x)}=x$. If this gives $f>1$, the row is full and $f=1$.

The derivation rests on three assumptions. The captured electrons are equally spaced at $a=c/f$, with the discreteness of the sites ignored. The free carriers are completely expelled from a cylinder of radius $R$ around the line, while outside it the crystal is neutral. The donors left inside are smeared into a uniform positive charge. Neutrality requires the donors in a length $a$ of the cylinder to balance one electron:
\begin{equation}
\pi R^2 aN=1 .
\end{equation}
Hence $R/a=(\pi Na^3)^{-1/2}$, and since $f/f_c=1/[a(\pi N)^{1/3}]$,
\begin{equation}
\frac{R}{a}=\left(\frac{f}{f_c}\right)^{3/2}.
\label{ratio}
\end{equation}
A cylinder is a sensible shape for the depleted region when $R\gg a$, that is, when $f$ is well above $f_c$.

The electrostatic energy per captured electron, $E_s$, has three parts. Each diverges logarithmically for an infinite line, so the row and its background are cut off at a distance $L\gg R,a$ on either side. Energies are first written in units of $e^2/(4\pi\varepsilon a)$. An electron has neighbours at $\pm na$, and half of each pair energy belongs to it, so the electron pairs contribute
\begin{equation}
\frac12\,2\sum_{n=1}^{L/a}\frac1n\;\to\;\ln\frac La+\gamma .
\end{equation}
For the background, a uniform line of charge at distance $r$ gives the integral
\begin{equation}
\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}=2\,\mathrm{arsinh}\frac Lr\simeq2\ln\frac{2L}{r}.
\end{equation}
The electron on the axis interacts with all such lines in the disk of radius $R$. The disk average of $\ln(R/r)$ is $\int_0^1 2t\ln(1/t)\,dt=\tfrac12$, so the attraction is
\begin{equation}
-2\ln\frac{2L}{R}-1 .
\end{equation}
For the background with itself, the distance between two points of the disk enters. Averaged over angle, $\ln(1/|\mathbf r-\mathbf r'|)$ equals $\ln(1/s)$, with $s$ the larger of the two radii. The probability that both radii lie below $s=tR$ is $t^4$, so $t$ has density $4t^3$ and the average of $\ln(R/s)$ is $\int_0^14t^3\ln(1/t)\,dt=\tfrac14$. With the factor $\tfrac12$ for a self-energy, this part is
\begin{equation}
\ln\frac{2L}{R}+\frac14 .
\end{equation}
In the sum of the three parts the cutoff cancels, as it must for a neutral system:
\begin{equation}
E_s=E_0f\left[\ln\frac{R}{2a}+\gamma-\frac34\right]
=E_0f\left[\frac32\ln\frac f{f_c}+\gamma-\ln2-\frac34\right].
\label{Es}
\end{equation}
The prefactor follows from $e^2/(4\pi\varepsilon a)=E_0f$, and the second form from Eq.~\eqref{ratio}.

Moving an electron from the bulk reservoir at $E_F$ to an isolated site at $E_d$ lowers the energy by $\Delta$. With thermal terms set aside for the moment, the quantity to minimize, per site, is
\begin{equation}
\Omega(f)=-f\Delta+fE_s(f).
\end{equation}
Since $fE_s$ is $f^2$ times a logarithm, its slope has two pieces:
\begin{equation}
\frac{d(fE_s)}{df}=2E_s+\frac32E_0f
=E_0f\left[3\ln\frac f{f_c}+2\gamma-2\ln2-\frac32+\frac32\right].
\label{slope}
\end{equation}
The two terms $\tfrac32$ cancel, and equating the slope to $\Delta$ gives Eq.~\eqref{law}. Absorbing the constant into $f_*$ turns the derivatives into
\begin{equation}
\Omega'(f)=-\Delta+3E_0f\ln\frac f{f_*},\qquad
\Omega''(f)=3E_0\left[\ln\frac f{f_*}+1\right].
\end{equation}
For $\Delta>0$, $\Omega'$ starts at $-\Delta$, falls until $f=f_*/e$, then rises without limit. It therefore crosses zero once, from below, at some $f>f_*$, and this stationary point is the global minimum. If the crossing lies beyond $f=1$, $\Omega$ falls over the whole allowed range and the row fills. With $w=\ln(f/f_*)$ the condition $\Omega'=0$ reads $we^w=\Delta/(3E_0f_*)$, which is Eq.~\eqref{lambert}. At the minimum, Eq.~\eqref{slope} gives $E_s=\tfrac12\Delta-\tfrac34E_0f$, and therefore
\begin{equation}
\Omega_{\min}=-\tfrac12f\Delta-\tfrac34E_0f^2 .
\label{omin}
\end{equation}

The marginal repulsion differs from the potential energy $V$ of an electron at its own site. In $V$ the pair interactions count in full and the background self-energy does not appear:
\begin{equation}
V=E_0f\left[2\ln\frac La+2\gamma-2\ln\frac{2L}R-1\right]
=E_0f\left[3\ln\frac f{f_c}+2\gamma-2\ln2-1\right].
\end{equation}
Comparison with Eq.~\eqref{law} gives $\Delta=V+E_0f$. The extra $E_0f$ is the work of compressing the ordered row: when an electron is added, the others must move closer together to stay evenly spaced. Setting $\Delta=V$ would omit this work.

Equation~\eqref{law} also shows what the site spacing does. Because $E_0f=e^2/(4\pi\varepsilon a)$ and $f/f_c=1/[a(\pi N)^{1/3}]$, the spacing $c$ drops out when the condition is written in terms of $a$. The energy balance fixes the charge per unit length, $-e/a$, and $f=c/a$ then expresses this charge as a fraction of the sites available. The dependence on doping is weak. Differentiating $\Delta=3E_0f\ln(f/f_*)$ at fixed $\Delta$, with $f_*\propto N^{1/3}$, gives
\begin{equation}
\frac{d\ln f}{d\ln N}=\frac{1}{3(1+W)},\qquad
\frac{d\Delta}{df}=3E_0(1+W),
\label{sens}
\end{equation}
where the second relation holds at fixed $N$ and $W=\ln(f/f_*)$ is the value in Eq.~\eqref{lambert}.

At the other end, as $\Delta\to0^+$, the formula gives $f\to f_*$ and not zero. There $R/a=(f_*/f_c)^{3/2}=2e^{-\gamma}\approx1.12$, so $R$ is no longer much larger than $a$ and the assumption of a cylindrical depleted region fails. This residual occupation lies outside the range of the model and should not be read as a prediction.

For a numerical case, take lightly doped n-type silicon at $100$~K, with $c=0.384$~nm, relative permittivity $11.7$, $N=10^{15}$~cm$^{-3}$ and an acceptor level $0.40$~eV below the conduction band. With a density-of-states mass of $1.08$ electron masses and donors $0.045$~eV deep, the Fermi level lies $0.0746$~eV below the band. Then
\begin{equation}
\Delta=0.4000-0.0746=0.3254\ \text{eV},\qquad E_0=0.3205\ \text{eV},\qquad f_*=0.006076,
\end{equation}
and the closed solution gives
\begin{equation}
\frac{\Delta}{3E_0f_*}=55.7,\qquad W=2.941,\qquad f=0.006076\,e^{2.941}=0.115 .
\end{equation}
About one site in nine is occupied. The electrons are $a=0.384/0.115\approx3.3$~nm apart and the cylinder radius is $R=309$~nm, so $R/a\approx93$ and the condition $R\gg a$ is well met. Here $E_s=0.135$~eV, $V=0.2885$~eV and $E_0f=0.0369$~eV; the last two add up to $\Delta$. Equation~\eqref{omin} gives $\Omega_{\min}=-18.7-3.2=-21.9$~meV per site. As a test of the derivation, the electrostatic energy was also computed without Eq.~\eqref{Es}, from an explicit sum over 20\,000 neighbours on each side and quadrature over the cylinder. Minimizing $\Omega$ with that energy gave $f=0.11506$, equal to the closed solution to the digits printed. Equation~\eqref{law} reaches $f=1$ only at $\Delta=4.9$~eV. On discrete sites the last vacancy of a nearly full row is filled without compressing the row, which costs $V=\Delta-E_0=4.6$~eV. Both values are far more than the band gap of $1.17$~eV, so within this model a level inside the gap cannot fill this row. For a level at the valence band edge, with $\Delta=1.10$~eV, Eq.~\eqref{law} would give only $f=0.29$, but this lies outside the range of the model: the bands are then bent so far that the valence band edge midway between two electrons is about $0.17$~eV above the Fermi level, and holes would gather and screen the line. For these parameters the valence band reaches the Fermi level near $\Delta\approx0.85$~eV one site from an electron and near $0.95$~eV midway, and Eq.~\eqref{law} should not be used for deeper levels.

These parameters are rough typical values for silicon, apart from the acceptor level, which is an assumed value for a quantity that depends on the core structure. By Eq.~\eqref{sens}, $d\Delta/df=3(0.3205)(3.941)=3.79$~eV, so an error of $0.05$~eV in the level moves $f$ by $0.013$, or $11\%$ of its value. A tenfold change of $N$ at fixed $\Delta$ changes $f$ by roughly $20\%$, since the exponent in Eq.~\eqref{sens} is $0.085$. The assumption of one active site per $0.384$~nm is doubtful for real silicon, where core atoms tend to rebond in pairs and leave fewer dangling bonds. For evenly distributed sites this leaves the line charge unchanged and raises $f$ in proportion to the site spacing: sites $1$~nm apart would be about $30\%$ full. Sites more than $3.3$~nm apart all fill, apart from a few thermal vacancies, and their number then sets the charge. In the ground state, without thermal vacancies, discrete sites fill completely at a somewhat smaller spacing already, because the last vacancy costs only $V$ and not $V+E_0f$. The model also treats one isolated line. Neighbouring cylinders would touch at a density of roughly $1/(\pi R^2)=Na\approx3.3\times10^8$ lines per cm$^2$, where their total cross-section equals the area of the crystal, and the result needs a density well below this.

Several neglected effects are small at $100$~K. The bulk donors are $94\%$ ionized, which is included in the Fermi level; full ionization would shift it by $0.5$~meV. The carrier density is $1.7\times10^{-4}$ of the band density of states, so degeneracy is negligible. If an empty site has an unpaired spin and a filled one does not, capture costs a further $kT\ln2=6.0$~meV, which lowers $f$ by about $1.4\%$. Placing the electrons on actual sites, with gaps of eight or nine spacings, adds $0.13$~meV per electron. What shifts $f$ is the slope of this excess, not its size. With $p$ the fractional part of $1/f$, the nearest-neighbour term of the excess is about $E_0f^3p(1-p)$, so the marginal cost rises by about $E_0f^2(2p-1)\approx1.6$~meV at $p=0.69$, which lowers $f$ by roughly half a percent. At a distance $a$ from the line the field is about $0.22$~MV/cm. This is not far below the rough breakdown field of silicon, which is exceeded closer to the line, but the drop in potential energy, about $0.29$~eV at an occupied site and $4\ln2\,E_0f=0.10$~eV more midway between two electrons, is much less than the gap. The captured electron's own repulsion, about $E_0$ one site away, raises the drop there to about $0.61$~eV. This is still only about half the gap, so a carrier crossing the region cannot gain enough energy to create an electron--hole pair. The valence band edge lies $0.81$ and $0.70$~eV below the Fermi level at these two places. One site away from a captured electron, whose own repulsion adds about $E_0$, it is still about $0.49$~eV below, so no layer of holes forms. Donor discreteness is harder to judge, since the mean donor spacing of $100$~nm is a third of $R$. A length $R$ of the cylinder holds about $93$ donors, with random fluctuations near $10\%$; treated as a local change of $N$, these move $f$ by about $1\%$. Motion of electrons along the line is not estimated here.

The occupation calculated here is the equilibrium one, and the time needed to reach it is a separate question. Near $f=0.115$ a further electron must overcome a repulsive barrier of roughly $0.3$ to $0.4$~eV, which is more than $30\,kT$ at $100$~K. Capture can then be very slow, even with some help from tunnelling, and a crystal cooled from room temperature may keep a smaller occupation frozen in on the way down.

Temperature enters in two further ways. The first is the loss of free carriers from the cylinder. An ideal carrier gas has grand potential $-kT$ per carrier, so expelling one carrier for each captured electron costs $kT$, or $8.6$~meV, if the edge of the cylinder is sharp. The true edge is smeared over a few Debye lengths $\lambda_D=(\varepsilon kT/e^2N)^{1/2}$, and from $\pi R^2aN=1$,
\begin{equation}
\frac{R}{\lambda_D}=2\sqrt{\frac{E_0f}{kT}} .
\end{equation}
This ratio is $4.1$ here. A solution of the Poisson--Boltzmann equation for the same line charge gives a shift of $0.81\,kT=7.0$~meV, which by itself would lower $f$ by $1.6\%$.

The second is disorder in the row. In the opposite limit to even spacing, each site is filled at random with probability $f$. The sum over neighbours then runs over all sites with weight $f$, so $\ln(L/a)$ becomes $\ln(L/c)$ and the repulsion per electron rises by $E_0f\ln(1/f)$. In return the row gains the entropy of mixing, worth
\begin{equation}
kT\left[\ln\frac1f+\frac{1-f}{f}\ln\frac1{1-f}\right]
\end{equation}
per electron. At $100$~K and $f=0.115$ the cost is $80$~meV and the gain $27$~meV, so order is favoured. A better trial state lets the gaps $g$ between filled sites, counted in units of $c$, vary independently with probability proportional to $e^{-A/g-Bg}$, where $A$ and $B$ are chosen to minimize the grand potential. Any trial state gives an upper bound to the grand potential of the sharp-cylinder model, so the lowest value is the best. With the cost $kT$ included, the minima are $-20.9$~meV per site for the ordered row, $-16.3$ for the random one and $-22.6$ for the variable gaps. The last state has $f=0.113$, which is $1.4\%$ below the value from Eq.~\eqref{law}.

At $300$~K, with the same doping and level depth, the Fermi level is deeper, $\Delta$ falls to $0.135$~eV and Eq.~\eqref{law} gives $f=0.061$. Now $E_0f$ is $0.76\,kT$, and the order of the two simple states is reversed: $-3.5$~meV per site for the ordered row against $-6.3$ for the random one. Variable gaps reach $-8.3$~meV with $f=0.066$, which is $7.9\%$ above Eq.~\eqref{law}. The occupation thus changes modestly although the assumed order is no longer a good description. The $7.9\%$ is not the full error, because $R/\lambda_D$ is then $1.7$ and the sharp cylinder is itself doubtful. Evenly spaced electrons in a depleted cylinder are a sound starting point for the equilibrium occupation when $E_0f$ is several times $kT$, as in the $100$~K case. The values quoted here are taken from the numerical output that follows or computed from it with the formulas above.

\section*{Computed values}
\begin{verbatim}
site spacing c = 0.384 nm; relative permittivity = 11.7
net donor density N = 1.0e+15 cm^-3
acceptor depth = 0.40 eV; donor depth = 0.045 eV
density-of-states mass = 1.08 m_e; gap = 1.17 eV
temperature = 100 K; kT = 8.62 meV
band density of states = 5.420e+18 cm^-3
Fermi level below conduction band = 0.0746 eV
Delta = 0.3254 eV
E0 = 0.3205 eV
f_c = 0.005624; f_star = 0.006076
constant 2 gamma - 2 ln 2 = -0.2319
Lambert argument = 55.694
Lambert value W = 2.9411
occupied fraction f, formula = 0.11506
occupied fraction f, direct minimum = 0.11506
electron spacing a = 3.337 nm; cylinder radius R = 308.8 nm
R/a = 92.53
E_s, formula = 0.13503 eV; direct = 0.13503 eV
Omega minimum, formula = -21.9005 meV per site
Omega minimum, direct = -21.9005 meV per site
site potential energy = 0.28850 eV
compression term E0*f = 0.03688 eV
Delta needed for f = 1: 4.907 eV
cylinders touch at about 3.34e+08 lines per cm^2
Neglected effects at 100 K:
ionized donor share in bulk = 0.9396
carriers / band density = 1.73e-04
soft-edge shift = 0.812 kT = 7.00 meV
spin term kT ln 2 = 5.97 meV
integer-site excess = 0.128 meV per electron
mean donor spacing N^(-1/3) = 100.0 nm
field at distance a from line = 0.221 MV/cm
Fermi level above valence band at line = 0.807 eV
100 K: Delta = 0.3254 eV; E0*f/kT = 4.279
100 K: f Read = 0.11506; random = 0.08843; gap state = 0.11341
100 K: gap-state f relative to Read = -1.43 percent
100 K: Omega ordered = -20.919 meV per site
100 K: Omega random = -16.320 meV per site
100 K: Omega gap state = -22.610 meV per site
300 K: Delta = 0.1351 eV; E0*f/kT = 0.756
300 K: f Read = 0.06095; random = 0.05091; gap state = 0.06576
300 K: gap-state f relative to Read = +7.90 percent
300 K: Omega ordered = -3.541 meV per site
300 K: Omega random = -6.264 meV per site
300 K: Omega gap state = -8.291 meV per site
\end{verbatim}
